Why gap-state tails in anisotropic crystals depend on the surface normal

Suppose that one effective mass is used to estimate how far metal states leak into the gap of a semiconductor, whatever the orientation of the contact. Take a band edge with mass 0.2 mₑ across its long axis and 0.9 mₑ along it, and a state 0.10 eV below the edge. The light mass gives a density that falls by a factor e in 0.690 nm. For a contact whose normal lies along the heavy axis, the same valley gives 0.325 nm. One nanometre inside the crystal, the single-mass estimate leaves 0.235 of the interface density where the model with the proper mass leaves 0.046, an error of a factor of five. The averaged mass that seems natural for an oblique normal is wrong too. Both errors disappear once the band edge is continued to imaginary wavevector along the normal.

**The model and what the contact conserves**

Let the crystal fill the half-space z > 0, where z = n·r and n is the unit normal pointing into it. Near a non-degenerate band minimum the energy is

E(k) = Ec + (ħ²/2) k·W·k.

Here k is measured from the valley centre. W is the inverse mass tensor, real, symmetric and positive definite, and M = W⁻¹ is the mass tensor. The wavefunction is a Bloch function of the valley centre times a slowly varying envelope, and the envelope carries the decay. The band edge is taken as flat for now.

An ideal planar contact is periodic along its plane, so the in-plane wavevector is conserved, up to reciprocal vectors of the surface. Call its real value q, measured from the projection of the valley centre on the plane. The normal component is not conserved. The state has energy

E = Ec − Δ, with Δ > 0.

No real k satisfies this condition, because k·W·k cannot be negative. In an infinite crystal the matter would end there, since a wave with complex k grows without bound on one side. A half-crystal has only one side, and a wave that decays into it is admissible. The metal supplies the amplitude at z = 0.

**Continuing the ellipsoid**

Write k = q + kₙn, with q·n = 0 and kₙ allowed to be complex. Define

Wₙₙ = n·W·n, b = n·W·q.

Because W is symmetric, the two cross terms are equal, and

k·W·k = Wₙₙkₙ² + 2b kₙ + q·W·q.

Setting (ħ²/2) k·W·k = −Δ gives

Wₙₙkₙ² + 2b kₙ + q·W·q + 2Δ/ħ² = 0.

Completing the square uses Wₙₙ(kₙ + b/Wₙₙ)² = Wₙₙkₙ² + 2b kₙ + b²/Wₙₙ, so

Wₙₙ(kₙ + b/Wₙₙ)² = −[2Δ/ħ² + S],
S = q·W·q − b²/Wₙₙ.

S is the smallest value of k·W·k for real kₙ at fixed q, reached at kₙ = −b/Wₙₙ. It is therefore not negative, the right-hand side is negative, and the roots are complex. The one that decays for z > 0 is

kₙ = −b/Wₙₙ + iκ,
κ² = (2Δ/ħ² + S)/Wₙₙ.

S has a simpler form. Let k* = q − (b/Wₙₙ)n be the minimizing wavevector, and let v = W·k*. Its normal component is n·v = b − (b/Wₙₙ)Wₙₙ = 0, so v lies in the plane. Since M is the inverse of W, M·v = k*. The in-plane part of this equation is M∥·v = q, where M∥ is the in-plane block of M. Hence v = (M∥)⁻¹·q, and

S = k*·W·k* = k*·v = q·v = q·(M∥)⁻¹·q.

The third equality holds because v has no normal component. With

1/mₙ = n·W·n,

the decay constant becomes

κ² = mₙ[2Δ/ħ² + q·(M∥)⁻¹·q].

At the projected valley centre, q = 0, this is

κ = √(2mₙΔ)/ħ.

The density varies as exp(−2κz), so its penetration length is

L = 1/(2κ) = ħ√(n·W·n)/(2√(2Δ)).

The normal enters through n·W·n. If the edge is isotropic, W is a multiple of the unit matrix, n·W·n is the same for all normals, and the anisotropy vanishes at this order.

**What the imaginary wavevector means**

At q = 0, putting kₙ = iκ into the kinetic energy gives −(ħ²/2)Wₙₙκ². A real wave of wavenumber K along n has kinetic energy +(ħ²/2)WₙₙK². The condition that fixes κ at energy Ec − Δ is therefore the condition that fixes K at energy Ec + Δ. The decay constant along n equals the radius, in that direction, of the real energy ellipsoid at the mirror energy. That ellipsoid is long along the heavy axis, so the decay there is fast. In terms of energy, the tail must have kinetic energy −Δ, which requires the envelope to curve away from zero. A heavy mass gives little kinetic energy for a given curvature, so more curvature is needed and the tail is shorter.

The tail can also be built from real band states. A source spread uniformly over the plane z = 0 excites waves with q = 0, each weighted by the inverse of its energy distance from Ec − Δ. Apart from the source strength, their sum is

∫ (dk/2π) exp(ikz)/[(ħ²/2)Wₙₙk² + Δ] = exp(−κz)/(ħ²Wₙₙκ), z > 0.

To obtain it, factor the denominator as (ħ²/2)Wₙₙ(k² + κ²) and close the contour in the upper half-plane. The pole at k = iκ contributes i exp(−κz)/(2iκ), which is divided by (ħ²/2)Wₙₙ. The weights have width κ in k. Along a light direction the energy rises steeply with k, only a narrow range of k lies within about Δ of the edge, and a narrow range in k makes a broad packet in z.

This construction allows a test in which no imaginary wavevector is put in. A cubic lattice of 96 × 96 × 96 sites with spacing h = 0.25 nm was given the band

E − Ec = Σᵢ (ħ²/(mᵢh²))(1 − cos kᵢh),

with masses 0.2, 0.2 and 0.9 mₑ, and was driven by a source on one lattice plane. The response was summed over real Bloch waves, and the decay was read between the 4th and 12th layers. For normals [001], [111], [101] and [100] it gave κ = 1.528, 0.841, 0.926 and 0.724 nm⁻¹. The formula gives 1.537, 0.842, 0.927 and 0.725 nm⁻¹.

The largest difference, 0.6% along [001], comes from the lattice spacing. On the lattice 2(cosh κh − 1) replaces (κh)². Since 2(cosh x − 1) ≈ x²(1 + x²/12), κ is lowered by the fraction (κh)²/24. With κh = 1.537 × 0.25 = 0.384 this is 0.006.

**Which mass belongs to an oblique normal**

Two quantities might be called the mass along n: 1/(n·W·n) and n·M·n. They answer different questions. If the velocity is forced to point along n, the kinetic energy is (1/2)v² n·M·n. At a contact it is the wavevector that is constrained: its in-plane part is fixed. For q = 0 the wavevector lies along n, while the velocity ħW·k may point away from n. The kinetic energy is then (ħ²/2)k² n·W·n, which selects mₙ.

The two masses are ordered. Since W^(1/2) and M^(1/2) are inverse to each other,

1 = n·n = (W^(1/2)n)·(M^(1/2)n) ≤ √(n·W·n) √(n·M·n),

by the Cauchy–Schwarz inequality. Hence n·M·n ≥ mₙ. Equality requires W^(1/2)n to be parallel to M^(1/2)n, which makes n a principal axis. Using n·M·n for an oblique normal makes the tail too short.

For the [111] normal the two values are

mₙ = 3/(1/0.9 + 2/0.2) = 0.270 mₑ,
n·M·n = (0.9 + 2 × 0.2)/3 = 0.433 mₑ.

The second would give κ = 1.066 nm⁻¹, about 27% above the lattice value of 0.841 nm⁻¹.

**Lengths for one valley**

For a spheroidal valley with longitudinal mass m_l, transverse mass m_t and angle θ between n and the long axis,

1/mₙ = cos²θ/m_l + sin²θ/m_t.

This varies monotonically between its end values as θ goes from 0 to 90°. The ratio of the longest to the shortest L is √(m_l/m_t), and Δ has cancelled from it.

For numbers it is convenient to measure masses in mₑ and to write C = ħ²/(2mₑ) = 0.03810 eV nm². At q = 0, κ² = mₙΔ/C, with Δ/C = 0.10/0.03810 = 2.625 nm⁻². The two extreme normals give

[001]: κ = √(0.9 × 2.625) = 1.537 nm⁻¹, L = 0.325 nm;
[100]: κ = √(0.2 × 2.625) = 0.725 nm⁻¹, L = 0.690 nm.

Their ratio is √4.5 = 2.12. The [101] and [111] normals lie between, with L = 0.539 and 0.594 nm. A modest ratio of lengths becomes a large ratio of densities, because the length stands in an exponent.

**Away from the valley centre**

A contact also supplies states with q ≠ 0. The term q·(M∥)⁻¹·q is positive, so each of them decays faster than the state at q = 0 with the same Δ. Its kinetic energy of motion along the plane must be made up by a more negative contribution from the normal direction.

Take n along [101] and q = 0.740 nm⁻¹ along [1 0 −1]. The in-plane mass in that direction is (0.2 + 0.9)/2 = 0.55 mₑ, and M does not couple it to the other in-plane axis. Then

κ² = 0.3273 × (2.625 + 0.740²/0.55) = 1.185 nm⁻²,

so κ = 1.089 nm⁻¹, and L falls from 0.539 to 0.459 nm. The real part follows from b = 0.740 × (1/0.2 − 1/0.9)/2 = 1.439, in nm⁻¹ per mₑ:

Re kₙ = −0.3273 × 1.439 = −0.471 nm⁻¹.

The same lattice, with its source modulated at this q, gave −0.473 and 1.089 nm⁻¹ for the real and imaginary parts.

The real part tilts the phase fronts but does not change the decay of the density. It also does not carry current into the crystal. The normal current density is ħ|ψ|² Re(n·W·k), and

n·W·k = b + Wₙₙkₙ = iWₙₙκ,

which has no real part. The tilt is what an anisotropic crystal needs to cancel the normal velocity that q alone would produce.

For small q, expanding the square root with κ₀ = κ(q = 0) gives

κ ≈ κ₀ + mₙ q·(M∥)⁻¹·q/(2κ₀).

The density of each component therefore carries the extra factor exp[−z mₙ q·(M∥)⁻¹·q/κ₀]. With increasing depth the tail is drawn from a shrinking range of q around the projected valley centre.

**Six valleys hide part of the anisotropy**

A cubic crystal can have strongly anisotropic valleys, with the cubic symmetry restored by the set of them. Consider six valleys along the cube axes, with the masses used above and each evaluated at its own projected centre:

(001) surface: four valleys with L = 0.690 nm, two with 0.325 nm.
(110) surface: two valleys with L = 0.690 nm, four with 0.539 nm.
(111) surface: six valleys with L = 0.594 nm.

The longest available tails differ by a factor of only 0.690/0.594 = 1.16 among these surfaces, although one valley alone varies by 2.12.

Whether the longest tail is used depends on the metal. On (001) the two heavy valleys project onto zero in-plane wavevector. The four light ones are centred 9.89 nm⁻¹ away from it, if the valleys sit at 0.85 of 2π/a with a = 0.54 nm. A metal with states at energy Ec − Δ near those centres feeds the 0.690 nm tails. If an ideal contact offers states only near zero in-plane wavevector, the valley tail available is the heavy one, 0.325 nm. Roughness or disorder relaxes the conservation of q and can open the light valleys again. The strength of each tail also depends on how the metal and semiconductor wavefunctions match, which the continuation does not determine.

**Deeper in the gap**

The parabola makes κ grow without limit as the energy falls. In a real gap, coupling to the valence states can bend the complex band back towards them. A simple model of this has two bands coupled linearly in k along the normal. With energy ε measured from the conduction edge, its matrix is

H = [[0, Pk], [Pk, −G]],

where G is the separation of the bands at k = 0. The eigenvalue condition is ε(ε + G) = P²k². Near the upper edge ε ≈ P²k²/G, and matching this to ħ²k²/(2mₙ) gives P² = Għ²/(2mₙ). Now set ε = −Δ and k = iκ:

−Δ(G − Δ) = −Għ²κ²/(2mₙ),
κ² = (2mₙΔ/ħ²)(1 − Δ/G).

Relative to the parabola, L is longer by the factor 1/√(1 − Δ/G). With G = 1.1 eV this is 1.049 at Δ = 0.10 eV and 1.414 at midgap. If G is the same for all normals, the factor cancels from the ratio of lengths. If different bands couple along different normals, it does not, and the anisotropy deep in the gap can depart from √(m_l/m_t).

**When the band edge is not flat**

At a real contact the edge varies with depth. For q = 0 and n along a principal axis, the envelope obeys

ψ″ = (2mₙ/ħ²)D(z)ψ,

where D(z) is the local height of the edge above the state. If D changes slowly over one decay length, the WKB approximation gives |ψ|² as a factor 1/√D times a decaying exponential. Between two depths the exponential lowers ln|ψ|² by

(2√(2mₙ)/ħ) ∫ √D(z) dz.

The mass stands outside the integral. For the same D(z) and the same two depths, this leading term is therefore larger for the heavy normal by the factor √(m_l/m_t). The whole fall of ln|ψ|² keeps that ratio only approximately, because the factor 1/√D does not depend on the mass and WKB is itself an approximation.

Take a depletion field of 0.1 MV/cm, which lowers the edge by 0.01 eV per nm, and the classical image force for relative permittivity 12, which lowers it by 0.03 eV at 1 nm:

D(z) = 0.10 − 0.01z − 0.03/z, in eV with z in nm.

The equation was integrated inward from 6 nm, starting from the local decay rate there. Beyond about 9.7 nm D turns negative, so the solution is not purely decaying, and the light exponent below depends on the starting condition at the level of 0.01 to 0.02. At 1 and 3 nm D has the same value, 0.06 eV, so the factor 1/√D cancels between these depths. There the light exponent is 2.225 instead of the flat-edge value 2.898, and the heavy one is 4.846 instead of 6.148. Each is reduced by a little over a fifth. Their ratio is 2.18, against 2.12 from the masses, so the anisotropy survives a change that alters each exponent appreciably. Closer than 0.3 nm the image term exceeds Δ. This is an atomic distance, where a continuum image law is not reliable.

**The model beside silicon**

The masses, gap, permittivity and valley positions used here are rounded values close to those of silicon, so the case resembles a metal or silicide contact on silicon. The depth of 0.10 eV is small for such a contact: barriers to n-type silicon are commonly several tenths of an eV, which puts the Fermi level deeper in the gap. At Δ = 0.55 eV the parabola would shorten the light tail to 0.690 × √(0.10/0.55) = 0.29 nm. The two-band factor 1.414 found above would lengthen it too much, because silicon's gap is indirect: at the valley's own wavevector the valence band lies well over 1.1 eV below the conduction edge. With a separation G of about 4 eV the two-band factor is only 1.08, and the light tail on a (001) surface is roughly 0.3 nm. This estimate does not carry over to (110), for the reason given next.

The heavy κ of 1.537 nm⁻¹ is 0.88 of the distance from the valley centre to the zone boundary, which might suggest that the parabola fails there. In silicon it holds well along the axis, because the two conduction bands that cross at the boundary have different symmetry on that line and do not mix. They mix off the axis. For a valley along [001] the second band lies about 0.5 eV above the minimum and couples in proportion to kₓk_y. This product vanishes for the normals [001], [100] and [101] but not for [110] and [111]. For those two the coupling pushes the lower band down and lengthens the tail beyond the ellipsoid value, more so at larger Δ, so in silicon the light tails on (001) and (110) are not exactly equal. The model here leaves this coupling out. Tails of about 0.3 nm are also shorter than the lattice constant, so firm values need the complex band structure of the full crystal. The numerical output below lists the values for each normal and each correction.

For comparing contact orientations, the working quantity is n·W·n for each valley that the metal can feed at its projected centre. The largest of these sets the longest tail that the conduction valleys provide, if the state lies close to the band edge and the valleys share the same Δ. Tails connected to the valence band are not included, and deeper in the gap they can be the longer ones.

Computed values

```
INPUTS (rough, silicon-like conduction valleys)
m_long = 0.90 m_e, m_trans = 0.20 m_e
depth below edge = 0.10 eV, gap = 1.10 eV
lattice constant = 0.54 nm, relative permittivity = 12.0
valley position = 0.85 of 2 pi/a
hbar^2/(2 m_e) = 0.03810 eV nm^2
ONE VALLEY, long axis [001], q = 0
normal (0, 0, 1): m_n = 0.900 m_e, kappa = 1.537 /nm (lattice 1.528), L = 0.325 nm, density left at 1 nm = 0.046
normal (1, 1, 1): m_n = 0.270 m_e, kappa = 0.842 /nm (lattice 0.841), L = 0.594 nm, density left at 1 nm = 0.186
normal (1, 0, 1): m_n = 0.327 m_e, kappa = 0.927 /nm (lattice 0.926), L = 0.539 nm, density left at 1 nm = 0.157
normal (1, 0, 0): m_n = 0.200 m_e, kappa = 0.725 /nm (lattice 0.724), L = 0.690 nm, density left at 1 nm = 0.235
longest/shortest L = 2.121
wrong mass n.M.n on (1, 1, 1) = 0.433 m_e, giving kappa = 1.066 /nm
SAME VALLEY, normal (1, 0, 1), q along [1 0 -1]
|q| = 0.740 /nm
Re k_n = -0.471 /nm (lattice -0.473)
kappa = 1.089 /nm (lattice 1.089), L = 0.459 nm
SIX VALLEYS: classes on each surface, each at its own centre
surface (0, 0, 1): 4 valleys, m_n = 0.200 m_e, L = 0.690 nm
surface (0, 0, 1): 2 valleys, m_n = 0.900 m_e, L = 0.325 nm
surface (1, 1, 0): 2 valleys, m_n = 0.200 m_e, L = 0.690 nm
surface (1, 1, 0): 4 valleys, m_n = 0.327 m_e, L = 0.539 nm
surface (1, 1, 1): 6 valleys, m_n = 0.270 m_e, L = 0.594 nm
ratio of longest tails between surfaces, at most = 1.162
in-plane offset of the 4 light valleys on (001) = 9.89 /nm
NEGLECTED EFFECTS
two-band lengthening of L at depth 0.10 eV: factor 1.049
two-band lengthening of L at depth 0.55 eV: factor 1.414
image lowering at 1 nm = 0.0300 eV
image lowering equals the depth at z = 0.300 nm
field 0.10 MV/cm lowers the edge by 0.0100 eV per nm
light normal, density exponent from 1 to 3 nm: flat edge 2.898, with image and field 2.225
heavy normal, density exponent from 1 to 3 nm: flat edge 6.148, with image and field 4.846
heavy/light exponent ratio with image and field = 2.177; sqrt(m_long/m_trans) = 2.121
valley to zone boundary = 1.745 /nm; heavy kappa / this = 0.881
```
